# In-plane heat conduction in a film with fully diffuse surfaces: a numerical check

```python
"""
In-plane heat conduction in a film with two fully diffuse surfaces.
Result under test, for the gray relaxation-time Boltzmann equation:
    k/k_bulk = 1 - 3/(8 D) + 3/(2 D) * (E3(D) - E5(D)),  k_bulk = C v L / 3
D = thickness / mean free path, L = mean free path, v = carrier speed,
C = volumetric heat capacity, En = exponential integral of order n.
mu is the direction cosine to the film normal, phi the azimuth.
Numerical transport uses L as length unit and L/v as time unit.
"""
import numpy as np
from scipy.integrate import quad, dblquad
from scipy.special import expn


def film_ratio(D):
    return 1 - 3 / (8 * D) + 1.5 / D * (expn(3, D) - expn(5, D))


def local_ratio(s, D):
    """Local conductivity over bulk at distance s from one surface."""
    r = D - s
    return 1 - 0.75 * (expn(2, s) - expn(4, s) + expn(2, r) - expn(4, r))


def thin_ratio(D):
    return 0.75 * D * (np.log(1 / D) + 1 - np.euler_gamma) + D**2 / 2


def direction_part(D, low, high):
    """Part of k/k_bulk carried by directions with low < |mu| < high."""
    def integrand(mu):
        return 1.5 * (1 - mu**2) * (1 + mu / D * np.expm1(-D / mu))
    return quad(integrand, low, high, epsabs=1e-11, limit=200)[0]


def solve_transport(D, cells=200, nmu=24, nphi=8, sweeps=120):
    """Finite differences across the film; the internal temperature shift
    and both surface emissions are unknowns found by energy conservation.
    The starting guess is deliberately uneven."""
    x, w = np.polynomial.legendre.leggauss(nmu)
    mu, w = ((x + 1) / 2)[:, None], (w / 2)[:, None]
    phi = (np.arange(nphi) + 0.5) * 2 * np.pi / nphi
    drive = np.sqrt(1 - mu**2) * np.cos(phi)
    weight = w * np.ones(nphi) / nphi
    h = D / cells
    a = mu / h
    shift = np.sin(np.linspace(0, 5, cells))
    wall = np.array([0.7, -0.4])
    for _ in range(sweeps):
        # index 0: leaves lower surface; index 1: leaves upper surface
        g = np.ones((2, nmu, nphi)) * wall[:, None, None]
        new_shift, flux = np.zeros(cells), np.zeros(cells)
        for i in range(cells):
            j = cells - 1 - i
            source = np.array([shift[i], shift[j]])[:, None, None] - drive
            g_next = ((a - 0.5) * g + source) / (a + 0.5)
            middle = (g + g_next) / 2 * weight
            mean = middle.sum(axis=(1, 2)) / 2
            current = (middle * drive).sum(axis=(1, 2)) / 2
            new_shift[i] += mean[0]
            new_shift[j] += mean[1]
            flux[i] += current[0]
            flux[j] += current[1]
            g = g_next
        arriving = 2 * (g * mu * weight).sum(axis=(1, 2))
        wall = arriving[::-1].copy()
        shift = new_shift
    centres = (np.arange(cells) + 0.5) * h
    spread = np.ptp(np.concatenate([shift, wall]))
    return centres, -3 * flux, spread


def random_flights(D, number=100000, t_first=10.0, t_last=50.0):
    """Film diffusivity over bulk from growth of squared displacement."""
    rng = np.random.default_rng(12345)
    z = rng.uniform(0, D, number)
    mu = rng.uniform(-1, 1, number)
    phi = rng.uniform(0, 2 * np.pi, number)
    px, py = np.zeros(number), np.zeros(number)
    squares = []
    for duration in (t_first, t_last - t_first):
        left = np.full(number, duration)
        while np.any(left > 0):
            to_wall = np.maximum(np.where(mu > 0, D - z, -z) / mu, 0)
            to_scatter = rng.exponential(1.0, number)
            step = np.minimum(np.minimum(to_wall, to_scatter), left)
            side = np.sqrt(1 - mu**2) * step
            px += side * np.cos(phi)
            py += side * np.sin(phi)
            z += mu * step
            left -= step
            hit = step == to_wall
            scatter = (step == to_scatter) & ~hit
            upper = hit & (mu > 0)
            lower = hit & (mu < 0)
            z[upper], z[lower] = D, 0.0
            # diffuse emission: probability proportional to |mu|
            emitted = np.sqrt(1 - rng.random(number))
            mu = np.where(upper, -emitted, np.where(lower, emitted, mu))
            mu = np.where(scatter, rng.uniform(-1, 1, number), mu)
            turned = hit | scatter
            phi = np.where(turned, rng.uniform(0, 2 * np.pi, number), phi)
        squares.append(px**2 + py**2)
    sample = 3 * (squares[1] - squares[0]) / (4 * (t_last - t_first))
    return sample.mean(), sample.std() / np.sqrt(number)


# Model parameters of the worked example
C, v, L, d = 1.5e6, 5000.0, 40e-9, 20e-9
k_bulk = C * v * L / 3
D = d / L
F = film_ratio(D)

# Exponential-integral form against direct integration over z and mu
quad_error = 0.0
for test_D in (0.05, 0.5, 5.0):
    integral = dblquad(
        lambda mu, z: (1 - mu**2) * (1 - np.exp(-z / mu)),
        0, test_D, 0, 1, epsabs=1e-9, epsrel=1e-9)[0]
    direct = 1.5 * integral / test_D
    quad_error = max(quad_error, abs(direct - film_ratio(test_D)))
assert quad_error < 1e-6

# Transport equation with unknown surface and internal temperatures
centres, profile, spread = solve_transport(D)
profile_error = np.max(np.abs(profile - local_ratio(centres, D)))
assert spread < 1e-8
assert profile_error < 5e-3      # grid and angular discretization
assert abs(profile.mean() - F) < 1e-3

# Random flights: agreement within statistical error
mc_mean, mc_error = random_flights(D)
assert mc_error < 0.01 * F
assert abs(mc_mean - F) < 4 * mc_error

# Limits and the part played by grazing directions
tiny = 1e-3
tiny_direct = direction_part(tiny, 0, 0.01) + direction_part(tiny, 0.01, 1)
assert abs(tiny_direct / thin_ratio(tiny) - 1) < 1e-5
thick_remainder = film_ratio(10.0) - (1 - 3 / 80)
assert 0 < thick_remainder < np.exp(-10)
cut = 0.1
steep = direction_part(tiny, cut, 1)
steep_linear = 0.75 * tiny * (np.log(1 / cut) - (1 - cut**2) / 2)
assert abs(steep / steep_linear - 1) < 5e-3   # next order in D/cut
bulk_share = 1.5 * quad(lambda m: 1 - m**2, 0, cut)[0]
share = direction_part(D, 0, cut) / F
thin_share = direction_part(0.01, 0, cut) / film_ratio(0.01)
assert thin_share > share > bulk_share

print(f"heat capacity C = {C:.2e} J m^-3 K^-1")
print(f"carrier speed v = {v:.0f} m/s")
print(f"mean free path = {L*1e9:.1f} nm")
print(f"film thickness = {d*1e9:.1f} nm")
print(f"thickness / mean free path = {D:.3f}")
print(f"bulk conductivity = {k_bulk:.2f} W m^-1 K^-1")
print(f"E3 = {expn(3, D):.6f} (dimensionless)")
print(f"E5 = {expn(5, D):.6f} (dimensionless)")
print(f"film/bulk conductivity ratio = {F:.5f}")
print(f"film conductivity = {F*k_bulk:.2f} W m^-1 K^-1")
k_wall, k_mid = local_ratio(0, D) * k_bulk, local_ratio(D / 2, D) * k_bulk
print(f"local conductivity at surface = {k_wall:.2f} W m^-1 K^-1")
print(f"local conductivity at mid-plane = {k_mid:.2f} W m^-1 K^-1")
interpolation = 1 / (1 + 3 / (8 * D))
print(f"added-resistance ratio = {interpolation:.5f}")
print(f"its excess over full result = {100*(interpolation/F-1):.2f} %")
print("d (nm), d/mfp, full ratio, thick limit, thin limit, k (W/m/K):")
for nm in (0.4, 4, 20, 40, 200, 400):
    q = nm * 1e-9 / L
    f = film_ratio(q)
    print(f"{nm:6.1f} {q:6.2f} {f:.5f} {1-3/(8*q):.5f} "
          f"{thin_ratio(q):.5f} {f*k_bulk:.2f}")
print(f"grazing cut |mu| = {cut:.2f}")
print(f"grazing heat share, bulk = {100*bulk_share:.2f} %")
print(f"grazing heat share, d/mfp {D:.2f} = {100*share:.2f} %")
print(f"grazing heat share, d/mfp 0.01 = {100*thin_share:.2f} %")
print(f"finite-difference film ratio = {profile.mean():.5f}")
print(f"largest local-ratio difference = {profile_error:.1e}")
print(f"final temperature-shift spread = {spread:.1e} (scaled)")
print(f"random-flight film ratio = {mc_mean:.4f}")
print(f"random-flight standard error = {mc_error:.4f}")
print(f"largest double-quadrature difference = {quad_error:.1e}")
print(f"thick-limit remainder at d/mfp 10 = {thick_remainder:.2e}")
print("tests ok")
```

Printed output:

```
heat capacity C = 1.50e+06 J m^-3 K^-1
carrier speed v = 5000 m/s
mean free path = 40.0 nm
film thickness = 20.0 nm
thickness / mean free path = 0.500
bulk conductivity = 100.00 W m^-1 K^-1
E3 = 0.221604 (dimensionless)
E5 = 0.130977 (dimensionless)
film/bulk conductivity ratio = 0.52188
film conductivity = 52.19 W m^-1 K^-1
local conductivity at surface = 37.89 W m^-1 K^-1
local conductivity at mid-plane = 57.22 W m^-1 K^-1
added-resistance ratio = 0.57143
its excess over full result = 9.49 %
d (nm), d/mfp, full ratio, thick limit, thin limit, k (W/m/K):
   0.4   0.01 0.03776 -36.50000 0.03776 3.78
   4.0   0.10 0.20913 -2.75000 0.20940 20.91
  20.0   0.50 0.52188 0.25000 0.54347 52.19
  40.0   1.00 0.68386 0.62500 0.81709 68.39
 200.0   5.00 0.92505 0.92500 8.05005 92.51
 400.0  10.00 0.96250 0.96250 35.90149 96.25
grazing cut |mu| = 0.10
grazing heat share, bulk = 14.95 %
grazing heat share, d/mfp 0.50 = 25.79 %
grazing heat share, d/mfp 0.01 = 64.63 %
finite-difference film ratio = 0.52188
largest local-ratio difference = 5.5e-04
final temperature-shift spread = 1.1e-16 (scaled)
random-flight film ratio = 0.5232
random-flight standard error = 0.0020
largest double-quadrature difference = 2.7e-11
thick-limit remainder at d/mfp 10 = 6.89e-08
tests ok
```
